# Why local machine-learned potentials miss forces from remote electrode charge

A strictly local potential can reproduce the forces at an uncharged solid–liquid interface and still send ions to the wrong places once the electrodes are charged. The missing force may be small on the scale of atomic forces, but it keeps the same direction across the liquid. In the water film treated below it is about 3 meV/Å on a calcium ion. Over 4 nm it changes the free energy by 4.5 times the thermal energy, and the relative population of two positions by a factor of about 90. More training data of the same kind does not help, because the potential is not told what distinguishes the two charge states.

### What a local potential can see

Let the potential energy be a sum of atomic terms,

\[
U=\sum_j u_j ,
\]

where \(u_j\) depends only on the atoms within a distance \(r_c\) of atom \(j\). No electrode charge or voltage is supplied. The force on ion \(i\) is

\[
\mathbf F_i=-\frac{\partial U}{\partial\mathbf R_i}
=-\sum_j\frac{\partial u_j}{\partial\mathbf R_i}.
\]

A term contributes only if ion \(i\) lies within \(r_c\) of its centre \(j\). That term can in turn depend on atoms up to \(r_c\) from \(j\). By the triangle inequality, the force depends on nothing farther from the ion than \(2r_c\). With \(r_c=0.6\) nm, the reach is 1.2 nm. If message passing widens the region that determines each atomic energy, the same argument holds with the wider radius in place of \(r_c\).

Now compare two states in which all nuclei have the same positions and only the charges on distant electrodes differ. The potential receives identical input, so it returns identical forces. It is wrong in at least one state if the true forces differ.

When an external circuit sets the charge, extending the cutoff to the electrodes does not cure this. The electrode nuclei are also in the same places, and the added electrons are not part of the input. The case is different when remote ions or dopants set the charge. Their positions then carry the information, and a model with sufficient range can in principle use it.

### Which charges produce a force

Gaussian units are used in the formulas, and \(z\) points from the left plate to the right. Consider first one plate with charge density \(\sigma\), at perpendicular distance \(h\) from the ion. An element of area \(dA\) at distance \(r\) contributes a normal field

\[
dE=\sigma\,\frac{dA}{r^2}\,\frac{h}{r}=\sigma\,d\Omega ,
\]

because \(dA\,h/r\) is the area projected across the line of sight, and division by \(r^2\) gives the solid angle \(d\Omega\). The whole plate gives \(\sigma\Omega\). When its width is much greater than \(h\), it fills half the sky, \(\Omega\to2\pi\), and the distance drops out. Moving a wide electrode away therefore does not make its field negligible.

A positive left plate pushes a positive charge to the right, and a positive right plate pushes it to the left. For two wide plates,

\[
E_0=2\pi(\sigma_L-\sigma_R).
\]

Plates carrying \(+\sigma\) and \(-\sigma\) give \(E_0=4\pi\sigma\). Equal charges added to both plates give no field between them. Different electrode charges are thus not sufficient for a force error: they must change the field acting on the ion.

The plate charge is taken as uniform. In metal electrodes the ion also induces image charge. For electrodes that respond linearly, with fixed total charge and fixed nuclei, the image force is the same in both states and cancels from their difference.

### The quantum-mechanical force

Let \(E_{\rm tot}(\mathbf R,E_0)\) be the electronic ground-state energy, including nuclear repulsion, in the bare plate field. In a uniform field the Hamiltonian gains the term \(-\hat\mu E_0\), where \(\hat\mu\) is the \(z\) component of the dipole operator of electrons and nuclei. First-order perturbation theory replaces the operator by its zero-field mean:

\[
E_{\rm tot}(\mathbf R,E_0)
=E_{\rm tot}(\mathbf R,0)-\mu(\mathbf R)E_0+O(E_0^2).
\]

Differentiating with respect to the position \(z_i\), and using \(F_i=-\partial E_{\rm tot}/\partial z_i\), gives

\[
F_i(E_0)-F_i(0)=Z_i^*E_0+O(E_0^2),
\qquad
Z_i^*=\frac{\partial\mu}{\partial z_i}.
\]

The effective charge \(Z_i^*\) has the unit of charge. It includes the electrons that rearrange when nucleus \(i\) moves, so it need not equal the nominal ionic charge. Here \(\mu\) is the dipole of all the matter between the plates. If a liquid is present, its electronic screening is already contained in this derivative.

There is a constraint on the sum. Moving an entire isolated complex of charge \(Q\) by \(\delta\) changes its dipole by \(Q\delta\). The same displacement moves every nucleus by \(\delta\), so the change is also \(\delta\sum_iZ_i^*\). Hence

\[
\sum_i Z_i^*=Q .
\]

The individual forces depend on how charge rearranges within the complex; the total force in a uniform field depends only on \(Q\).

### A calcium ion with one water molecule

The frozen-nuclei result can be seen in a small cluster. A Ca²⁺ ion was placed midway between two plates 6 nm apart, with one water molecule on its right at a rough Ca–O distance of 0.23 nm. Each plate was a square of side 28 nm, represented by point charges, with density \(\pm1\) µC/cm². The restricted Hartree–Fock energy was computed with the ion displaced by 0.05 bohr to either side, and the force was obtained from the energy difference. This finite step makes the force at zero plate charge about 0.035 eV/nm smaller than the exact derivative, 2.169 eV/nm. The shift is nearly the same for all plate charges and cancels from the differences used below. The nuclear positions were the same for all plate charges.

| Plate charges, left/right | Force on Ca (eV/nm) |
|---|---:|
| zero/zero | 2.133 |
| positive/negative | 4.139 |
| negative/positive | 0.126 |

The force at zero plate charge is the attraction to the water molecule at this chosen geometry. It is sensitive to the basis set: a larger one for calcium (def2-TZVPP instead of def2-SVP) lowers it by 0.19 eV/nm, to 1.94 eV/nm. The same change alters the effective charge found below by only about \(0.002e\), so the force differences caused by the plates are much less sensitive to the calcium basis than the separate forces in the table. Enlarging the water basis as well (aug-cc-pVTZ instead of aug-cc-pVDZ) brings the total lowering of the force to about 0.27 eV/nm and that of the effective charge to \(0.009e\), or 0.4%. The trend is not steady: a still larger calcium basis (def2-QZVPP, with aug-cc-pVDZ on water) raises the force by about 0.15 eV/nm relative to the table while lowering the effective charge by \(0.004e\). The separate forces are therefore uncertain by a few tenths of an eV/nm, and only their differences are used. Half the difference between the two charged cases isolates the part odd in the field:

\[
\frac{4.139-0.126}{2}=2.007\ \text{eV/nm}.
\]

The prediction needs two other quantities. The dipole at zero field, differentiated by finite displacements, gives \(Z^*_{\rm Ca}=2.19e\). The direct sum over plate charges gives a field of 0.916 V/nm. Their product is 2.007 eV/nm, in agreement with the energy calculation. The part of the force change even in the field is only \(-0.0005\) eV/nm, so the linear formula is sufficient here.

The water molecule has a total effective charge of \(-0.19e\), and the two parts sum to \(2.00e\). A neutral neighbour therefore also feels an electrode force, because the electrons of both the water and the ion rearrange when the distance between them changes. Replacing Hartree–Fock by the PBE0 functional changes \(Z^*_{\rm Ca}\) to \(2.21e\), a change of about 1%. This compares two approximate methods; it is not a bound on the error of either.

With equal positive charges on both plates, the calcium force changes by only \(-0.002\) eV/nm, about 0.1% of the effect of opposite charges. This shows directly that the field, not the mere presence of charge, matters.

The plates in this calculation are finite. At the ion each has a solid angle of 5.09, compared with \(2\pi=6.28\) for an infinite plate. For infinite plates the field rises to 1.129 V/nm, and the difference between the charged and uncharged states is

\[
\Delta F=2.1915\times1.1294=2.475\ \text{eV/nm}.
\]

This value belongs to the isolated cluster. In a liquid at fixed nuclei, the surrounding electrons still screen. Taking a rough electronic permittivity of 1.8 and a charge of \(2e\), a continuum estimate is \(2\times1.129/1.8\approx1.3\) eV/nm. This uses the average field in the liquid. The field at the ion itself is larger, because the nearby molecules are separate polarizable objects. The Lorentz estimate of this effect multiplies the force by \((1.8+2)/3\), giving about 1.6 eV/nm. Water reorientation cannot reduce the force, because the nuclei have been held fixed. Nor can dissolved salt, for the same reason.

### Why training cannot remove the error

Suppose one local environment occurs in an uncharged state with force \(F_0\) and in a charged state with force \(F_0+\Delta F\). Let \(p\) be the probability of the charged state, given everything the potential can see. A prediction \(F_0+f\) has mean square error

\[
M(f)=p(\Delta F-f)^2+(1-p)f^2.
\]

Setting the derivative to zero gives

\[
-2p(\Delta F-f)+2(1-p)f=0
\quad\Longrightarrow\quad
f=p\,\Delta F .
\]

The second derivative is 2, so this is the minimum. Substitution gives

\[
M_{\min}=p(1-p)^2\Delta F^2+(1-p)p^2\Delta F^2
=p(1-p)\Delta F^2 .
\]

If the states are equally likely, the least root-mean-square (rms) error is \(|\Delta F|/2\). A potential flexible enough to reach this minimum predicts the average of the two forces, which is correct in neither state. For varied environments, the mean square floor is the average of \(p(1-p)\Delta F^2\).

This also shows why a validation error can hide the problem. If the data contain almost entirely one charge state, \(p\) is close to 0 or 1 and the floor is low. A potential able to represent that state can fit it well and still fail when moved to another. In an equilibrated liquid, nearby molecular orientations may also carry some information about the charge, and the floor falls as that information improves. Remote water lowers it further. The potential cannot see this water, but it reorients when the charge changes and cancels much of the plate field. The \(\Delta F\) in the formula is then the difference between the two mean forces for the same local environment, which can be much smaller than the difference at fixed nuclei. Fluctuations of the remote water add an error of their own.

Many potentials cannot even reach this floor. Their energy is unchanged when all atoms are rotated or mirrored together, so they have no built-in left or right. If the surroundings of an ion favour no direction, as is nearly true in the middle of the film, such a potential cannot tell which way the field points. The best it can do is to leave out the extra force, \(f=0\), and the mean square error is \(M(0)=p\,\Delta F^2\). For equally likely states the rms error is then \(|\Delta F|/\sqrt2\). If all the data come from the charged state, it is the whole of \(|\Delta F|\).

A synthetic fit illustrates the formula for the floor. An ion had two neighbours whose scaled distances \(x\) and \(y\) were drawn uniformly between \(-1\) and 1. Its short-range force was \(5(e^{-1.25x}-e^{-1.25y})\) eV/nm. In the charged state, 2.475 eV/nm was added. A conservative local potential, a polynomial energy of degree nine, was fitted by least squares to 20,000 forces and evaluated on 20,000 new ones. Its energy was allowed to distinguish the left neighbour from the right one, so it could represent a constant force. An energy with mirror symmetry could not, and its error would be larger, as explained above.

With equally likely states, independent of the neighbours, the rms error was 1.239 eV/nm. The theoretical floor is \(2.475/2=1.238\) eV/nm. When the charged-state probability was made to depend on the neighbours as \(p=1/[1+e^{-2(x-y)}]\), the error fell to 1.01 eV/nm, again equal to its floor at this precision. A local clue helped, but left most of the error in place. Supplying the charge state as an input reduced the error below \(10^{-6}\) eV/nm. That last value reflects smooth, noise-free data with a constant electrode force; it is not a forecast for a liquid.

### What the solvent changes

The frozen comparison describes two force labels for one atomic configuration. The drift of an ion through a liquid is governed by a mean force, after the water has had time to reorient. These are different quantities.

For a linear dielectric without mobile ions, the displacement field is fixed by the plate charge, \(D=4\pi\sigma\), and \(D=\varepsilon E\). Thus

\[
E=\frac{4\pi\sigma}{\varepsilon},
\qquad
\Delta F_{\rm mean}=\frac{4\pi Q\sigma}{\varepsilon}.
\]

The full charge \(Q\) appears because the mean force is the slope of a free energy: moving a charge \(Q\) slowly through the macroscopic field \(E\), with the liquid relaxing at every step, changes the free energy by \(-QE\) per unit length. The sum rule above does not apply to the ion and its solvation shell alone, because the rest of the film is polarized too. The dielectric weakens the field but does not make it decay with distance.

With a rough static permittivity of 78 for water,

\[
E=\frac{1.129}{78}=0.0145\ \text{V/nm}=0.145\ \text{MV/cm}.
\]

The mean force on Ca²⁺ is \(2\times0.01448=0.0290\) eV/nm, or 2.9 meV/Å. Its effect over a path of 4 nm is

\[
\Delta G=QE\,\Delta z=0.0290\times4=0.116\ \text{eV}.
\]

At 298 K, \(k_BT=0.0257\) eV, so \(\Delta G/k_BT=4.51\) and the population ratio changes by \(e^{4.51}\approx90\). This is the error of a local potential trained at zero charge and used at 1 µC/cm², if it is otherwise correct. Random force errors of similar size need not have this effect, since they can cancel along the path. A constant missing force does not.

### When screening restores locality

Mobile ions change the conclusion for equilibrium mean forces. Consider a 1:1 salt in contact with a reservoir of number density \(n\) for each ion type. In mean-field theory the two densities are \(ne^{\mp e\phi/k_BT}\), where \(\phi\) is the potential relative to the midplane, which by symmetry lies at the reservoir potential when the plate charges are opposite. Their charge density is

\[
\rho=ne\left(e^{-e\phi/k_BT}-e^{e\phi/k_BT}\right)
=-2ne\sinh\frac{e\phi}{k_BT}.
\]

Poisson's equation is \(\varepsilon\phi''=-4\pi\rho\). For \(e|\phi|\ll k_BT\), replacing the hyperbolic sine by its argument gives

\[
\phi''=\frac{\phi}{\lambda^2},
\qquad
\lambda^2=\frac{\varepsilon k_BT}{8\pi ne^2}.
\]

Since \(E=-\phi'\), differentiation gives \(E''=E/\lambda^2\). Put \(z=0\) at the midplane of a film of thickness \(L\). The opposite plate charges impose the same field, \(4\pi\sigma/\varepsilon\), at both walls. The solution must therefore be even in \(z\):

\[
E(z)=\frac{4\pi\sigma}{\varepsilon}
\frac{\cosh(z/\lambda)}{\cosh(L/2\lambda)}.
\]

At the midplane the remaining fraction is \(1/\cosh(L/2\lambda)\). The table compares it with a numerical solution that retains the hyperbolic sine, for \(L=6\) nm and \(\sigma=1\) µC/cm².

| Salt (mol/L) | \(\lambda\) (nm) | Linear fraction | Nonlinear fraction |
|---:|---:|---:|---:|
| \(10^{-7}\) | 959 | 1.000 | 1.000 |
| \(10^{-3}\) | 9.59 | 0.953 | 0.942 |
| \(10^{-2}\) | 3.03 | 0.653 | 0.625 |
| \(10^{-1}\) | 0.96 | 0.087 | 0.086 |

The condition \(e|\phi|\ll k_BT\) is not met near the walls, where \(e|\phi|/k_BT\) is about 1.6, 1.25 and 0.5 for the last three rows. The linear fraction nevertheless stays within about 5% of the nonlinear one at this plate charge.

When \(L\ll2\lambda\), the fraction tends to one: the film is too thin to contain a screening cloud. When \(L\gg2\lambda\), \(\cosh(L/2\lambda)\approx e^{L/2\lambda}/2\), and the fraction becomes \(2e^{-L/2\lambda}\). Reducing it to a chosen small value \(\eta\) requires

\[
\frac L2\gtrsim\lambda\ln\frac2\eta .
\]

For \(\eta=0.01\), an ion at the midplane must be about \(5.3\lambda\) from each plate. At 0.1 mol/L this is about 5 nm, farther than the 3 nm available here.

Screening does not make two labels of one frozen configuration agree. If all salt ions stay in place while the plate charge changes, they cannot form a new screening cloud. Locality is recovered for averages over equilibrated configurations, and only when the remaining field is negligible for the property of interest.

### How the example relates to a real film

The parameters represent, roughly, rinse water in a nanometre gap with a trace of calcium. Pure water has so few ions that its screening length is far greater than the gap. Real rinse water also contains counterions and impurities. According to the table, \(10^{-3}\) mol/L of 1:1 salt lowers the midplane field by about 6%, and \(10^{-2}\) mol/L by about 37%. One Ca²⁺ ion per 28 nm × 28 nm carries 4% of the charge on one plate over that area. In a mean-field estimate, letting this ion and two monovalent counterions respond to the field lowers the population factor from about 90 to about 80. Treating the ion as a test charge is therefore a reasonable approximation at this dilution.

The chosen plate charge is modest; charged electrodes in electrolytes can hold roughly ten times more, where the linear treatment would need to be reconsidered. Here the energy of a water dipole of about 1.9 debye, in a local field taken as 1.5 times the mean field, is \(0.03k_BT\). Strong alignment is therefore not expected in the middle of the film.

Real interfaces break the assumption of uniform permittivity. Suppose each wall has a 0.4 nm layer of permittivity 5, both rough values. The voltage across the film is then

\[
0.0145\times5.2+2\times0.4\times\frac{1.129}{5}
=0.256\ \text{V},
\]

below the thermodynamic threshold of about 1.2 V for splitting water. At fixed plate charge these layers leave the midplane field unchanged, since \(D\) is unchanged. At fixed voltage they matter greatly: ignoring them would give \(0.256/6=0.043\) V/nm, about three times the field in the layered model. Adsorbed ions and charge transfer would change the result further and are not included.

### What to do about it

First determine whether the electrode field can change in the intended simulation. If it can, take a few atomic configurations, hold every nucleus fixed, and compute forces at two electrode charges. The difference measures \(\Delta F\) directly. If every configuration is labelled equally often in both states, half the rms value of \(\Delta F\) is a lower bound on the rms error of a charge-blind potential. This bound does not carry over to data equilibrated separately at each charge, because remote water then reorients and cancels much of the plate field.

For fixed charges \(\pm\sigma\) on wide plates and a weak field, a suitable first-order form is

\[
U(\mathbf R,\sigma)=U_0(\mathbf R)-4\pi\sigma\,\mu(\mathbf R).
\]

Here \(U_0\) and \(\mu\) are the energy and total dipole of the film at zero plate charge. Differentiation restores the missing force \(4\pi\sigma Z_i^*\). The field in this expression must not be divided by the static permittivity: the moving water molecules provide that screening, and dividing would count it twice. To provide it correctly, \(U_0\) must itself contain the long-range electrostatics of the ions and water.

At fixed voltage \(V\), the transferred charge \(q\) varies with the nuclei. The relevant energy is \(W=U(\mathbf R,q)-qV\), with \(q\) chosen so that \(\partial U/\partial q=V\). Here \(U\) must also include the terms quadratic in \(q\), which the first-order form leaves out. One is the field energy of the plates themselves, \(2\pi q^2L/A\) for wide plates of area \(A\) and separation \(L\). It exerts no force on the film at fixed charge. The other is the electronic polarization energy of the film, \(-\tfrac12\alpha(4\pi q/A)^2\), where \(\alpha\) is the change of the film's dipole per unit plate field with the nuclei held fixed. Both are needed to obtain the right voltage. For a uniform film with the permittivities used here, 1.8 and 78, omitting the second term would make the mean voltage at a given charge about 36 times too large. The derivative of \(W\) is

\[
\frac{dW}{d\mathbf R_i}
=\frac{\partial U}{\partial\mathbf R_i}
+\left(\frac{\partial U}{\partial q}-V\right)
\frac{dq}{d\mathbf R_i}
=\frac{\partial U}{\partial\mathbf R_i}\bigg|_q .
\]

The force is therefore the fixed-charge force, evaluated at the charge that satisfies the voltage condition. The model still needs that charge, or the voltage from which to determine it.

A purely local potential remains usable if the electrode state is the same in training and use and the potential can represent the force of its field, or if mobile ions reduce the remaining field to a tolerable level. The first condition fails for a rotation-invariant potential where the surroundings do not show the field's direction. The tolerable level should be set by \(Q\int E\,dz/k_BT\) along the path an ion travels, as well as by the force error at a single point. With salt the field grows towards the walls, so its midplane value alone can understate this integral.
